\section*{Choosing references for formation enthalpies with a least-squares reaction network}

\section{The decision}

An electronic-structure calculation, with vibrational and thermal terms added, gives total enthalpies. To turn one into a formation enthalpy, the user must choose a reference reaction and supply known enthalpies for its other members. The choice decides which errors cancel, which errors can be noticed, and whether the result is defined at all. When several measured or computed reactions are available, they can all be fitted together; the settings are then the set of reactions, their assigned uncertainties, and the threshold for rejecting a datum.

The example is a vapour-deposition network for a tetravalent metal M, a halogen X and methyl groups R. Its central reaction is the hydrolysis
\begin{equation}
\mathrm{MX_4+2H_2O\rightarrow MO_2+4HX}. \label{hyd}
\end{equation}
M and its oxides are solids; the other species named here are vapours. Energies are in kJ/mol of reaction as written. The 19 data are synthetic: chosen formation enthalpies plus chosen errors. They are listed in the numerical output, whose reaction numbers are used below.

\section{What the fit determines}

Let $\nu_{ij}$ be the stoichiometric number of species $j$ in reaction $i$, positive for products. Elements in their reference states have zero formation enthalpy. The columns of $\nu$ for all other species form the matrix $A$, with $m$ rows and $n$ columns, and
\begin{equation}
y=Ah+e .
\end{equation}
Here $y$ holds the reaction enthalpies at one common temperature, $h$ the unknown formation enthalpies, and $e$ independent normal errors of zero mean and known standard deviations $\sigma_i$. Put $D=\mathrm{diag}(\sigma_i)$, $B=D^{-1}A$ and $b=D^{-1}y$, so that every component of $b$ has unit variance. Weighted least squares minimizes $|b-Bh|^2$. Its gradient, $-2B^T(b-Bh)$, vanishes when
\begin{equation}
B^TBh=B^Tb .
\end{equation}
Write $B=USV^T$, keeping the $k$ nonzero singular values. The normal equations become $VS^2V^Th=VSU^Tb$. Multiplication by $V^T$ and then by $S^{-2}$ gives $V^Th=S^{-1}U^Tb$, so
\begin{equation}
\hat h=VS^{-1}U^Tb+v,\qquad Av=0,\qquad C=VS^{-2}V^T .
\end{equation}
The vector $v$ is arbitrary within the null space. $C$ is the covariance of the first term, because $b$ has unit covariance and $U^TU=1$.

Let $P=1-VV^T$ project on the null space. A combination $c\cdot h$ is determined if and only if $Pc=0$. If $Pc\neq0$, adding $v=Pc$ to $h$ leaves the fit unchanged but changes $c\cdot h$ by $c\cdot Pc=|Pc|^2>0$. If $Pc=0$, then $c\cdot v=0$ for every null vector. A determined combination has variance $c^TCc$. A single species $j$ is determined when $P_{jj}=0$. Since $Bv=0$ and $Av=0$ are the same condition for finite positive $\sigma_i$, changing the weights cannot cure an undetermined enthalpy.

A solver that returns the shortest $\hat h$ silently sets $v=0$. For undetermined species this prints a number that depends on the solver's convention as well as on the data. Such entries should be reported as undetermined.

\section{Disconnected and connected gaps}

Draw a graph linking each reaction to all its species, including reference elements. Let $E$ contain the atom counts, one column per species. Element balance reads $\nu E^T=0$. Hence the shift $h_j\to h_j+\lambda\cdot E_j$, with one constant in $\lambda$ per element, changes no reaction enthalpy. It is allowed if it vanishes for the reference species.

Consider one graph component $c$ and $q$ elements. The vectors $\lambda$ that vanish on its references form a space of dimension $q-\mathrm{rank}\,E_{\mathrm{ref},c}$. Those that vanish on all its species, and so shift nothing, have dimension $q-\mathrm{rank}\,E_c$. Subtracting gives
\begin{equation}
\mathrm{nullity}_c\ \ge\ \mathrm{rank}\,E_c-\mathrm{rank}\,E_{\mathrm{ref},c}. \label{gauge}
\end{equation}
It is a lower bound because too few independent reactions may leave further freedom. A component without a reference has at least one null vector. The converse is false: a null vector does not prove disconnection.

The example has 13 unknowns and rank 11, hence nullity 2, and its graph has two components. In the main component the species contain five elements but the references cover four, since no reaction contains elemental carbon. The null vector is
\begin{equation}
(\mathrm{MR_4,MR_3X,MR_2X_2,RH})=(4,3,2,1),
\end{equation}
the carbon count. These species are connected to the metal halides and still undetermined. The other component holds three ether isomers La, Lb and Lc, with null vector $(1,1,1)$: a true island. Removing reaction 14 leaves two components and a bound of 2 from (\ref{gauge}), but raises the nullity to 3. The null space must therefore be computed; the graph only helps to interpret it.

A new reaction with row $a$ must satisfy $a\cdot v=0$ for the old null vectors to survive. This imposes one new condition, and lowers the nullity by one, if and only if $Pa\ne0$. A further synthetic datum, a formation enthalpy of $-74.9\pm0.3$ for methane (RH), meets this requirement because RH has a nonzero entry in the carbon vector. The nullity falls to 1. With the other enthalpies taken from the final fit, which omits the faulty reaction 6 found below, reaction 16, $\mathrm{MR_4+4HX\rightarrow MX_4+4RH}$, with measured enthalpy $-387.00$, then gives
\begin{align}
h(\mathrm{MR_4})&=h(\mathrm{MX_4})+4h(\mathrm{RH})-4h(\mathrm{HX})+387.00\nonumber\\
&=-469.46-299.60+360.52+387.00=-21.54,
\end{align}
with standard deviation 5.4.

\section{What residuals can reveal}

Let the columns of $Z$ be a basis of the left null space, $Z^TA=0$. Each column is a Hess cycle: a combination of reactions whose unknown enthalpies cancel. Since $(DZ)^TB=Z^TA=0$, the $m-k$ columns of $DZ$ span the space orthogonal to the range of $B$. The projector on it is
\begin{equation}
R=1-UU^T=DZ(Z^T D^2Z)^{-1}Z^TD .
\end{equation}
The scaled residual is $r=b-B\hat h=Rb$. With $R^2=R=R^T$ and $Db=y$,
\begin{equation}
\chi^2=b^TRb=(Z^Ty)^T(Z^TD^2Z)^{-1}(Z^Ty). \label{chi}
\end{equation}
Under the stated error model this follows the $\chi^2$ law with $m-k$ degrees of freedom. Equation (\ref{chi}) also shows the limit of the method: an error pattern $Ag$, for any $g$, has $Z^TAg=0$ and is invisible.

The redundancy of measurement $i$ is $\rho_i=R_{ii}$, between 0 and 1, with $\sum_i\rho_i=m-k$. To remove a measurement without rewriting the fit, give it a free offset $g$ in units of $\sigma_i$. The offset absorbs row $i$, so the others are fitted as if it were absent. With $u_i$ the unit vector for row $i$, minimization over $h$ leaves
\begin{equation}
|R(b-gu_i)|^2=\chi^2-2gr_i+g^2\rho_i .
\end{equation}
For $\rho_i>0$ the minimum lies at $g=r_i/\rho_i$. Therefore
\begin{equation}
\Delta\chi^2=-w_i^2,\qquad w_i=\frac{r_i}{\sqrt{\rho_i}},\qquad
d_i=\sigma_i\frac{r_i}{\rho_i}. \label{delete}
\end{equation}
Here $d_i$ is the measurement minus its prediction from all other data. Since the covariance of $r$ is $R$, $w_i$ has unit variance and $d_i$ has variance $\sigma_i^2/\rho_i$. The prediction is independent of $y_i$; if its standard deviation is $s_i$, then also
\begin{equation}
\sigma_i^2/\rho_i=\sigma_i^2+s_i^2 . \label{variance}
\end{equation}

If $\rho_i=0$, then $|Ru_i|^2=0$ and $r_i=0$ whatever the datum says. Moreover $u_i$ lies in the range of $B$, so some change of $h$ affects reaction $i$ and no other. Removing the reaction lowers the rank. Reactions 14, 15 and 16 are of this kind. An error $\beta$ in No.~16 passes into $h(\mathrm{MR_4})$ as $-\beta$, with no warning. A zero residual there is absence of a test.

High precision does not ensure a good check either. The fitted value is $\hat y_i=y_i-\sigma_ir_i$, so it follows an error in $y_i$ with the factor $1-\rho_i$. Reaction 5, the formation of two moles of water vapour, has $\sigma=0.2$ but $\rho=0.037$: about 96\% of its error enters the fitted value, because the data that could contradict it are much less precise.

\section{Locating a fault}

Suppose measurement $i$ alone has a bias $\beta$. Then the mean scores are
\begin{equation}
\langle w_k\rangle=\frac{\beta}{\sigma_i}\frac{R_{ki}}{\sqrt{R_{kk}}},
\qquad
|\langle w_k\rangle|\le\frac{|\beta|}{\sigma_i}\sqrt{R_{ii}}=|\langle w_i\rangle| .
\end{equation}
The inequality is Cauchy--Schwarz applied to $R_{ki}=(Ru_k)\cdot(Ru_i)$. The largest mean score thus belongs to the faulty measurement, though random errors can change the order in one data set. Equality holds when $Ru_k$ and $Ru_i$ are parallel. Residuals then cannot distinguish the two measurements, however large the fault.

For an overall false-alarm probability of at most $\alpha$ among $M$ checkable data, each two-sided test may use $\alpha/M$. With $\alpha=0.01$ and $M=16$, the threshold is $|w|=3.421$. Simulation with 20\,000 sets of normal errors gave a false-alarm rate of 0.0063, with a sampling error of about 0.0006; two million sets give 0.0077. Both are below the bound.

A fault of 30 was planted in hydrolysis (No.~6). The full fit gives $\chi^2=53.43$ for 8 degrees of freedom, with tail probability $9\times10^{-9}$. The largest score is 7.19, for No.~6. With $\sigma=4$ and $\rho=0.823$, (\ref{delete}) gives
\begin{equation}
d_6=\frac{4.0\times7.19}{\sqrt{0.823}}\simeq31.7,\qquad
\frac{\sigma_6}{\sqrt{\rho_6}}=4.4 .
\end{equation}
This agrees with the planted fault within its uncertainty. Removal lowers $\chi^2$ by $7.19^2\simeq51.7$, to 1.70 with 7 degrees of freedom. This is well below the expected value of 7 (lower-tail probability about 0.03) because every chosen error is smaller than its standard deviation. Reaction 1 had a score of 3.34, close to the threshold, although its own error was only half its standard deviation. After No.~6 is removed, no score exceeds 0.96. This is why data should be removed one at a time, with a refit after each removal.

The other data predict a hydrolysis enthalpy of $41.00-31.72=9.28$. Equation (\ref{variance}) gives its variance as $4.41^2-4.0^2\simeq3.45$, so the result is
\begin{equation}
\Delta H=9.3\pm1.9\ \mathrm{kJ/mol}=0.096\pm0.019\ \mathrm{eV}
\end{equation}
per formula unit of oxide. The chosen enthalpies give 10. The faulty fit gave 14.91; its displacement is $(1-\rho_6)d_6=0.177\times31.72\simeq5.6$. Its nominal standard deviation, $\sigma_6\sqrt{1-\rho_6}\simeq1.7$, gives no hint of this error.

For the score of a faulty datum to pass the threshold with 80\% probability, its mean must exceed the threshold by 0.842, the normal quantile for 80\%, if detection in the opposite tail is neglected:
\begin{equation}
\beta_{80}=(3.421+0.842)\frac{\sigma_i}{\sqrt{\rho_i}} .
\end{equation}
This is 18.8 for hydrolysis; the simulated power at that bias was 0.799. For reaction 5 it is about 4.4, or 22 times the quoted standard deviation. Passing the threshold is not yet location: at its own $\beta_{80}$ the faulty datum passes the threshold and has the largest score in about 80\% of simulated sets for reaction 6, but only about 72\% for reaction 5 and 59\% for reaction 4. A fit that passes the test may therefore still contain substantial faults.

The island shows detection without location. Its reactions are La$\to$Lb, Lb$\to$Lc and La$\to$Lc. Their one cycle has closure
\begin{equation}
-19.60-10.80+29.10=-1.30,\qquad
\sqrt{1.0^2+1.0^2+1.5^2}=2.06 .
\end{equation}
All three scores have magnitude $1.30/2.06=0.63$. The difference $h(\mathrm{Lc})-h(\mathrm{La})=-29.8\pm1.0$ is determined although neither enthalpy is. If the middle datum is given an additional fault of $-10$, all three magnitudes become $11.30/2.06\simeq5.48$. Nothing in the data names the culprit. Deleting any one makes the other two uncheckable, so the cautious action is to withhold all three. With the methane anchor absent, the nullity then rises from 2 to 4.

Two or more faults can mask one another or place the largest score on a sound datum. Sequential removal is a screen: a rejected measurement should be re-examined for phase, temperature, stoichiometry and sign.

\section{Adding computed reactions}

Let one electronic-structure method give total enthalpies $H_j$ for all species, references included. Its reaction enthalpies are $y^{\rm calc}=\nu H$. For any cycle $z^TA=0$, the vector $z^T\nu$ can have entries only for reference elements. It must also balance. Each reference here contains a different single element, so every entry is zero and
\begin{equation}
z^Ty^{\rm calc}=z^T\nu H=0 .
\end{equation}
Computed reactions from one set of total enthalpies therefore agree with one another identically, however poor the method. Their closure is no evidence of accuracy. Entering dependent reactions as independent data can also misstate the uncertainty. For example, $N$ copies of one value with error $\sigma$ would be assigned $\sigma/\sqrt N$, while the true error remains $\sigma$.

If the errors of the $H_j$ have covariance $\Delta$, the reaction errors have covariance $\nu\Delta\nu^T$. Use linearly independent reactions and, if this matrix is positive definite, factor it as $LL^T$ and replace $D^{-1}$ by $L^{-1}$ in the fit. The single-datum scores above assume a diagonal covariance and must then be rederived with an offset in the original datum.

The choice of reaction matters because part of the error may cancel. Suppose, as a model, that the error of $H_j$ is $\mu\cdot G_j$, where $G_j$ counts bonds of each type. The reaction error is $\nu G^T\mu$, which vanishes when every bond type is conserved. Reaction 14, $\mathrm{MR_4+MX_4\rightarrow2MR_2X_2}$, conserves four M--C and four M--X bonds. Reaction 16 does not conserve bond types. But $\nu G^T=0$ also means that shifting each $h_j$ by $\mu\cdot G_j$ leaves the reaction enthalpy unchanged. The cancellation that removes the method's error also removes information about the absolute enthalpy. A bond-conserving reaction needs known reference enthalpies that fix these shifts.

\section{Use at deposition conditions}

The model values lie in the rough regime of tin tetrachloride hydrolysis to $\mathrm{SnO_2}$; they are round choices, not data for tin. Take 800 K as a rough deposition temperature. If the reaction entropy is known independently, an enthalpy error $\delta$ changes $\log_{10}K$ by $-\delta/(RT\ln10)$, where $R$ is now the gas constant and $RT\ln10\simeq15.3$ kJ/mol. The final uncertainty is 0.12 in $\log_{10}K$, a factor of 1.3. Retaining the faulty datum lowers $\log_{10}K$ by 0.37, a factor of 2.3. These are equilibrium statements; they do not give a growth rate.

Two of the neglected effects sized here are larger than the fitted uncertainty. Rough heat capacities give $\Delta C_p=65+4(30)-100-2(35)=15$ J/(mol K), held constant. Between $T_0=298.15$ K and 800 K this changes $\Delta H$ by 7.5 kJ/mol. Integrating $\Delta C_p(T-T_0)/(RT^2)$ gives
\begin{equation}
\delta\ln K=\frac{\Delta C_p}{R}\left(\ln\frac{T}{T_0}+\frac{T_0}{T}-1\right),
\end{equation}
or 0.28 in $\log_{10}K$. This corrects a $K$ built from $\Delta H$ and $\Delta S$ both taken at $T_0$; if the entropy is instead known at 800 K, only the enthalpy change acts and the shift is $-0.49$. A constant $\Delta C_p$ is itself crude: with temperature-dependent tin-like heat capacities it rises from about 4 J/(mol K) at 298 K to about 16 at 800 K, giving roughly 6 kJ/mol and 0.2 in $\log_{10}K$. For spherical oxide grains of diameter $d$, area per volume is $6/d$, so the surface energy averaged over a whole grain is $6\gamma V_m/d$ per mole of oxide. With rough values $\gamma=1$ J/m$^2$, $V_m=22$ cm$^3$/mol and $d=10$ nm, this average is 13 kJ/mol, seven times the fitted uncertainty. For adding oxide to an existing grain at constant $\gamma$, the corresponding term is $4\gamma V_m/d$, or 8.8 kJ/mol. For separate grains of this size, the surface term is thus the largest of the effects sized here. Grains in a dense film share boundaries, so their term must be estimated separately. For vapour non-ideality, a rough volume scale of 3000 cm$^3$/mol at 760 Torr gives an energy scale of about 0.3 kJ per mole of vapour. This is a generous upper scale, of the size of the tetrahalide's second virial coefficient near room temperature; at 800 K a corresponding-states estimate for tin tetrachloride is about ten times smaller. With the weights held fixed, a correlation of 0.5 among the errors of reactions 1, 2, 3 and 7 raises the hydrolysis uncertainty from 1.86 to 1.95 kJ/mol.

\section{Guidance}

\begin{enumerate}
\item Bring all data to one temperature and one set of phases before fitting. Here the heat-capacity correction to $\Delta H$ between 298.15 and 800 K is three to four times the final uncertainty.
\item Compute the null space first. Report undetermined species as such. If the absolute value for species $j$ is needed, add reactions that have $Pa\ne0$ and introduce no new unknown species, recomputing $P$ after each, until $P_{jj}=0$.
\item Inspect $\rho_i$ together with $\sigma_i$. Where $\rho_i$ is zero or small, add an independent route of comparable precision; another reaction from the same total enthalpies is at best a partial check. It can close a cycle with measured data and so expose errors in the total enthalpies of species those data fix, but an error that enters both computed reactions alike stays invisible.
\item Test $\chi^2$ and the largest $|w_i|$. Remove one datum, or one inseparable group, then refit and recompute the null space.
\item For a computed reference reaction, conserve bond types if the method's errors are expected to follow them, and check that the known species fix the remaining shifts.
\end{enumerate}

\section*{Computed values}
\begin{verbatim}
No. reaction | y, sigma (kJ/mol) | rho, w (no unit), all data
 1 M + 2 X2 = MX4             -469.00  2.0  0.450   3.34
 2 M + X2 = MX2               -201.20  2.0  0.648   1.00
 3 M + O2 = MO2               -579.60  1.0  0.362  -1.77
 4 H2 + X2 = 2 HX             -180.20  0.4  0.396  -0.91
 5 2 H2 + O2 = 2 H2O          -479.90  0.2  0.037   0.21
 6 MX4 + 2 H2O = MO2 + 4 HX     41.00  4.0  0.823   7.19
 7 MX2 + X2 = MX4             -268.60  2.0  0.597   1.34
 8 MO2 + 2 H2 = M + 2 H2O       99.10  1.5  0.712   0.37
 9 MX2 + H2O = MO + 2 HX       -17.60  3.0  0.787  -0.34
10 2 MO = M + MO2              -21.00  2.0  0.331  -1.24
11 MO + H2 = M + H2O            40.90  1.5  0.680   1.11
12 MX4 + M = 2 MX2              67.90  3.0  0.573   0.02
13 4 HX + O2 = 2 X2 + 2 H2O   -119.10  1.0  0.606   1.11
14 MR4 + MX4 = 2 MR2X2        -108.00  4.0  0.000   0.00
15 MR4 + MR2X2 = 2 MR3X        -22.10  3.0  0.000   0.00
16 MR4 + 4 HX = MX4 + 4 RH    -387.00  5.0  0.000   0.00
17 La = Lb                     -19.60  1.0  0.235  -0.63
18 Lb = Lc                     -10.80  1.0  0.235  -0.63
19 La = Lc                     -29.10  1.5  0.529   0.63
Species | chosen h, all-data fit, final fit, final sd (kJ/mol)
MX4     -470.0   -473.48   -469.46  1.59
MX2     -200.0   -202.81   -201.07  1.21
MO2     -580.0   -578.54   -579.55  0.81
MO      -280.0   -279.48   -279.66  0.85
HX       -90.0    -89.99    -90.13  0.16
H2O     -240.0   -239.95   -239.95  0.10
MR4      -20.0     undet    -21.54  5.41
MR3X    -170.0     undet   -171.57  4.56
MR2X2   -300.0     undet   -299.50  3.63
RH       -75.0     undet    -74.90  0.30
La      -250.0     undet     undet
Lb      -270.0     undet     undet
Lc      -280.0     undet     undet
Reactions 19, unknowns 13, rank 11, nullity 2, components 2
Null vector: MR4:4, MR3X:3, MR2X2:2, RH:1
Null vector: La:1, Lb:1, Lc:1
Nullity without reaction 14: 3; anchored: 1
All data: chi2 53.43, dof 8, p 8.9e-09
Screened: chi2 1.70, dof 7, max|w| 0.96
Threshold |w| 3.421 at alpha 0.01, 16 checkable
Rejected reaction: [6] planted fault 30.0 kJ/mol
Its discrepancy 31.72 +- 4.41 kJ/mol
Fault found with 80% power: 18.80 kJ/mol
Simulated: false alarms 0.0063, power 0.799
Methane anchor -74.9 +- 0.3 kJ/mol
h(Lc)-h(La) -29.79 +- 1.03 kJ/mol
Fault -10.0 kJ/mol in No. 18: |w| of 17-19 5.48, nullity after removal 4
Hydrolysis, all data 14.91; final 9.28 +- 1.86 kJ/mol
Hydrolysis, final 0.0962 +- 0.0193 eV
log10 K at 800 K: sd 0.121, fault-induced shift -0.367
Cp (J/mol/K): {'MX4': 100.0, 'H2O': 35.0, 'MO2': 65.0, 'HX': 30.0}, change 15.0
Cp effect 298.15-800 K: 7.53 kJ/mol, log10 K 0.282
Grain 10.0 nm, 1.0 J/m2, 22.0 cm3/mol: 13.20 kJ/mol
Vapour 3000 cm3/mol, 760 Torr: 0.304 kJ/mol
Shared error, Nos. 1,2,3,7, corr 0.5: hydrolysis sd 1.95 kJ/mol
\end{verbatim}
